# Acoustic-Phonon Mobility from a Band Edge Shifted by Dilation: a program that tests the result

```python
"""Acoustic deformation-potential scattering in a spherical parabolic band.

Result under test (Hartree atomic units, kT = thermal energy):
  rate(E)  = sqrt(2) Xi^2 m^(3/2) kT sqrt(E) / (pi C_l)
  mobility = (2 sqrt(2 pi)/3) C_l / (Xi^2 m^(5/2) kT^(3/2))
m: effective mass; Xi: band-edge shift per unit dilation;
C_l = density * speed^2: longitudinal elastic constant; speed: sound speed.
The formulas hold for m*speed^2 << kT and nondegenerate carriers.
The reference is the linearized Boltzmann equation with inelastic phonon
emission and absorption, Bose occupations and in-scattering retained.
"""
import numpy as np
from scipy import constants as const

PC = const.physical_constants
HARTREE = PC["Hartree energy"][0]
BOHR = PC["Bohr radius"][0]
TIME = PC["atomic unit of time"][0]
KELVIN = const.k / HARTREE
MOBILITY_CM2 = const.e * BOHR**2 / const.hbar * 1e4


def rate_formula(energy, m, xi, c_l, kT):
    return np.sqrt(2) * xi**2 * m**1.5 * kT * np.sqrt(energy) / (np.pi * c_l)


def mobility_formula(m, xi, c_l, kT):
    return 2 * np.sqrt(2 * np.pi) / 3 * c_l / (xi**2 * m**2.5 * kT**1.5)


NODES, WEIGHTS = np.polynomial.legendre.leggauss(64)


def phonon_channels(k, m, xi, density, speed, kT):
    """Final momentum, cosine of deflection and rate weight per phonon q.

    Energy and momentum conservation fix the allowed range of q.
    """
    k = np.atleast_1d(k)[:, None]
    ms = m * speed
    channels = []
    for sign in (1, -1):  # +1 absorption, -1 emission
        if sign == 1:
            low, high = np.maximum(0, 2 * (ms - k)), 2 * (k + ms)
        else:
            low, high = np.zeros_like(k), np.maximum(0, 2 * (k - ms))
        half_width = (high - low) / 2
        q = np.maximum(low + half_width * (NODES + 1), 1e-12)
        occupation = 1 / np.expm1(speed * q / kT) + (sign == -1)
        k_final = np.sqrt(np.maximum(k**2 + sign * 2 * ms * q, 1e-30))
        cosine = (k**2 + k_final**2 - q**2) / (2 * k * k_final)
        weight = (m * xi**2 / (4 * np.pi * density * speed * k)
                  * q**2 * occupation * half_width * WEIGHTS)
        channels.append((k_final, cosine, weight))
    return [np.concatenate(parts, axis=1) for parts in zip(*channels)]


def mobility_boltzmann(m, xi, density, speed, kT, points=700):
    """Iterate the l=1 response phi, with f = f0 (1 + field phi cos)."""
    k_max = 6 * np.sqrt(2 * m * kT)
    k = (np.arange(points) + 0.5) * k_max / points
    k_final, cosine, weight = phonon_channels(k, m, xi, density, speed, kT)
    out_rate = weight.sum(axis=1)
    kernel = weight * cosine
    source = k / (m * kT)
    phi = source / out_rate
    converged = False
    for _ in range(500):
        scattered_in = (kernel * np.interp(k_final, k, phi)).sum(axis=1)
        new_phi = (source + scattered_in) / out_rate
        change = np.max(np.abs(new_phi - phi)) / np.max(np.abs(new_phi))
        phi = new_phi
        if change < 1e-9:
            converged = True
            break
    assert converged
    population = k**2 * np.exp(-k**2 / (2 * m * kT))
    return np.sum(population * k / m * phi) / (3 * population.sum())


# Slowly varying strain in a tight-binding chain acts as a local potential.
sites, hopping, softening, step = 400, 0.1, 1.7, 1e-4


def chain_hamiltonian(bond_strain):
    h = np.zeros((sites, sites))
    for j in range(sites):
        nxt = (j + 1) % sites
        h[j, nxt] = h[nxt, j] = -hopping * (1 - softening * bond_strain[j])
    return h


edges = [np.linalg.eigvalsh(chain_hamiltonian(np.full(sites, s)))[0]
         for s in (step, -step)]
chain_xi = (edges[0] - edges[1]) / (2 * step)
index = np.arange(sites)
wave_q, wave_k = 2 * np.pi * 3 / sites, 2 * np.pi * 2 / sites
strain_wave = step * np.cos(wave_q * (index + 0.5))
delta_h = chain_hamiltonian(strain_wave) - chain_hamiltonian(np.zeros(sites))
bra = np.exp(-1j * (wave_k + wave_q) * index) / np.sqrt(sites)
ket = np.exp(1j * wave_k * index) / np.sqrt(sites)
element_ratio = abs(bra @ delta_h @ ket) / (chain_xi * step / 2)
assert abs(element_ratio - 1) < 5e-3  # lattice corrections of order (ka)^2

# Quantum thermal strain of a vibrating chain against kT/(C * length).
atoms, spring, atom_mass, spacing, chain_kT = 200, 3.0, 2.0, 1.5, 1.0
identity = np.eye(atoms)
difference = np.roll(identity, 1, axis=1) - identity
dynamical = spring / atom_mass * difference.T @ difference
squares, modes = np.linalg.eigh(dynamical)
omega, modes = np.sqrt(squares[1:]), modes[:, 1:]  # uniform motion removed
variance = 1 / (2 * atom_mass * omega * np.tanh(omega / (2 * chain_kT)))
correlation = (modes * variance) @ modes.T
phase = np.exp(-2j * np.pi * 3 * np.arange(atoms) / atoms) / atoms
projector = phase @ difference / spacing
strain_variance = (projector @ correlation @ projector.conj()).real
equipartition = chain_kT / (spring * spacing * atoms * spacing)
strain_ratio = strain_variance / equipartition
assert abs(strain_ratio - 1) < 2e-3  # residual quantum correction

# In three dimensions the dilation response contains only C_l.
unit = np.eye(3)
direction = np.array([0.3, -0.8, 1.1])
for shear in (0.4, 1.3):
    longitudinal = 5.0
    lame = longitudinal - 2 * shear
    stiffness = (lame * np.einsum("ij,kl->ijkl", unit, unit)
                 + shear * (np.einsum("ik,jl->ijkl", unit, unit)
                            + np.einsum("il,jk->ijkl", unit, unit)))
    elastic = np.einsum("ijkl,j,l->ik", stiffness, direction, direction)
    response = direction @ np.linalg.solve(elastic, direction)
    assert abs(response * longitudinal - 1) < 1e-10

# Worked example: round model parameters.
m, xi, c_l, density, temperature = 0.3, 0.3, 0.005, 800.0, 300.0
kT = temperature * KELVIN
speed = np.sqrt(c_l / density)
k_thermal = np.sqrt(2 * m * kT)
rate = rate_formula(kT, m, xi, c_l, kT)
mobility = mobility_formula(m, xi, c_l, kT)
mean_tau = mobility * m
free_path = k_thermal / m / rate
path_formula = np.pi * c_l / (xi**2 * m**2 * kT)
for factor in (0.3, 4.0):
    energy = factor * kT
    path = np.sqrt(2 * energy / m) / rate_formula(energy, m, xi, c_l, kT)
    assert abs(path / path_formula - 1) < 1e-12

# Elastic golden rule by counting plane waves in a periodic box.
axis = np.arange(-43, 44)
radius2 = (axis[:, None, None]**2 + axis[None, :, None]**2
           + axis[None, None, :]**2)
inner, outer = 38, 42
states = np.count_nonzero((radius2 >= inner**2) & (radius2 < outer**2))
box = 2 * np.pi * 40 / k_thermal
energy_unit = (2 * np.pi / box)**2 / (2 * m)
window = (outer**2 - inner**2) * energy_unit
middle = (outer**2 + inner**2) / 2 * energy_unit
counted_rate = 2 * np.pi * xi**2 * kT / (c_l * box**3) * states / window
count_ratio = counted_rate / rate_formula(middle, m, xi, c_l, kT)
assert abs(count_ratio - 1) < 0.01  # discreteness of the box states

# Inelastic total and momentum-relaxation rates at E = kT.
k_out, cosine, weight = phonon_channels(k_thermal, m, xi, density, speed, kT)
total_ratio = weight.sum() / rate
momentum_rate = (weight * (1 - cosine * k_out / k_thermal)).sum()
momentum_ratio = momentum_rate / rate
assert abs(total_ratio - 1) < 0.02
assert abs(momentum_ratio - 1) < 0.02

# Full mobility, and its approach to the formula for slow sound at fixed C_l.
full = mobility_boltzmann(m, xi, density, speed, kT)
finer = mobility_boltzmann(m, xi, density, speed, kT, points=1400)
assert abs(full / finer - 1) < 2e-4
assert abs(full / mobility - 1) < 0.01
sound_scan = []
for factor in (4, 2, 1):
    value = mobility_boltzmann(m, xi, density / factor**2, speed * factor, kT)
    sound_scan.append((factor, m * (speed * factor)**2 / kT,
                       value / mobility))
deviations = [abs(row[2] - 1) for row in sound_scan]
assert deviations[0] > deviations[1] > deviations[2]
assert deviations[2] < deviations[0] / 8

# Powers from the inelastic solution, each by doubling one parameter.
slope_T = np.log2(mobility_boltzmann(m, xi, density, speed, 2 * kT) / full)
slope_m = np.log2(mobility_boltzmann(2 * m, xi, density, speed, kT) / full)
slope_C = np.log2(mobility_boltzmann(m, xi, density, speed * np.sqrt(2), kT)
                  / full)
assert abs(slope_T + 1.5) < 0.02
assert abs(slope_m + 2.5) < 0.02
assert abs(slope_C - 1.0) < 0.02

temperature_scan = []
for kelvin in (300, 77, 20, 5):
    thermal = kelvin * KELVIN
    value = mobility_boltzmann(m, xi, density, speed, thermal)
    temperature_scan.append((kelvin, m * speed**2 / thermal,
                             value / mobility_formula(m, xi, c_l, thermal)))
assert abs(temperature_scan[-1][2] - 1) > abs(temperature_scan[0][2] - 1)

print("INPUTS (model parameters)")
print(f"effective mass m = {m:.3f} electron masses")
print(f"deformation potential Xi = {xi:.3f} hartree")
print(f"elastic constant C_l = {c_l:.4f} hartree/bohr^3")
print(f"density = {density:.1f} electron masses/bohr^3")
print(f"temperature = {temperature:.0f} K")
print("RESULTS OF THE FORMULAS")
print(f"thermal energy kT = {kT:.4e} hartree")
print(f"sound speed = {speed:.5f} a.u.")
print(f"wave number at E=kT = {k_thermal:.5f} 1/bohr")
print(f"scattering rate at E=kT = {rate:.4e} a.u.")
print(f"relaxation time at E=kT = {1 / rate:.4e} a.u.")
print(f"mean relaxation time mu*m = {mean_tau:.4e} a.u.")
print(f"mean relaxation time = {mean_tau * TIME * 1e12:.4f} ps")
print(f"mean free path = {free_path:.1f} bohr")
print(f"mean free path = {free_path * BOHR * 1e9:.2f} nm")
print(f"mobility = {mobility:.4e} a.u.")
print(f"mobility = {mobility * MOBILITY_CM2:.1f} cm^2/(V s)")
print("MEASURES OF VALIDITY (dimensionless)")
print(f"m c^2/kT = {m * speed**2 / kT:.5f}")
print(f"largest phonon energy 2kc/kT at E=kT = "
      f"{2 * k_thermal * speed / kT:.4f}")
print(f"k times mean free path at E=kT = {k_thermal * free_path:.2f}")
print("TESTS (computed / formula, dimensionless)")
print(f"strained-chain matrix element = {element_ratio:.5f}")
print(f"thermal strain variance of chain = {strain_ratio:.5f}")
print(f"elastic rate from counted states = {count_ratio:.5f}")
print(f"inelastic total rate at E=kT = {total_ratio:.5f}")
print(f"inelastic momentum-loss rate at E=kT = {momentum_ratio:.5f}")
print(f"inelastic Boltzmann mobility = {full / mobility:.5f}")
print("POWERS FROM THE INELASTIC SOLUTION (one parameter doubled)")
print(f"power of T = {slope_T:.4f}")
print(f"power of m = {slope_m:.4f}")
print(f"power of C_l at fixed density = {slope_C:.4f}")
print("SOUND SPEED SCALED AT FIXED C_l, 300 K")
for factor, eta, ratio in sound_scan:
    print(f"speed x {factor}: m c^2/kT = {eta:.5f}, "
          f"mobility/formula = {ratio:.5f}")
print("TEMPERATURE SCAN, acoustic scattering only")
for kelvin, eta, ratio in temperature_scan:
    print(f"T = {kelvin} K: m c^2/kT = {eta:.5f}, "
          f"mobility/formula = {ratio:.5f}")
print("all tests passed")
```

Printed output:

```
INPUTS (model parameters)
effective mass m = 0.300 electron masses
deformation potential Xi = 0.300 hartree
elastic constant C_l = 0.0050 hartree/bohr^3
density = 800.0 electron masses/bohr^3
temperature = 300 K
RESULTS OF THE FORMULAS
thermal energy kT = 9.5004e-04 hartree
sound speed = 0.00250 a.u.
wave number at E=kT = 0.02388 1/bohr
scattering rate at E=kT = 3.8988e-05 a.u.
relaxation time at E=kT = 2.5649e+04 a.u.
mean relaxation time mu*m = 1.9294e+04 a.u.
mean relaxation time = 0.4667 ps
mean free path = 2041.2 bohr
mean free path = 108.02 nm
mobility = 6.4314e+04 a.u.
mobility = 2736.2 cm^2/(V s)
MEASURES OF VALIDITY (dimensionless)
m c^2/kT = 0.00197
largest phonon energy 2kc/kT at E=kT = 0.1257
k times mean free path at E=kT = 48.73
TESTS (computed / formula, dimensionless)
strained-chain matrix element = 0.99849
thermal strain variance of chain = 1.00111
elastic rate from counted states = 0.99949
inelastic total rate at E=kT = 0.99770
inelastic momentum-loss rate at E=kT = 0.99693
inelastic Boltzmann mobility = 1.00253
POWERS FROM THE INELASTIC SOLUTION (one parameter doubled)
power of T = -1.5018
power of m = -2.4963
power of C_l at fixed density = 1.0037
SOUND SPEED SCALED AT FIXED C_l, 300 K
speed x 4: m c^2/kT = 0.03158, mobility/formula = 1.04192
speed x 2: m c^2/kT = 0.00789, mobility/formula = 1.01020
speed x 1: m c^2/kT = 0.00197, mobility/formula = 1.00253
TEMPERATURE SCAN, acoustic scattering only
T = 300 K: m c^2/kT = 0.00197, mobility/formula = 1.00253
T = 77 K: m c^2/kT = 0.00769, mobility/formula = 1.00993
T = 20 K: m c^2/kT = 0.02960, mobility/formula = 1.03921
T = 5 K: m c^2/kT = 0.11842, mobility/formula = 1.17178
all tests passed
```
